# When silicon's Fermi ellipsoids first touch the Brillouin-zone face

**Definitions and conventions**

Silicon has a face-centred cubic lattice with cubic constant $a$. Let $K=2\pi/a$, and let $k_1,k_2,k_3$ be the wave-vector components along the cube axes. The Brillouin zone is bounded by six square faces, $|k_i|=K$, and eight hexagonal faces, $|k_1|+|k_2|+|k_3|=3K/2$. The centre of the zone is $\Gamma$ and the centre of a square face is X, so the length $\Gamma$–X is $K$.

The conduction band has six equal minima, or valleys, one on each line $\Gamma$–X at a distance $xK$ from $\Gamma$, with $x=0.85$. With $\mathbf q$ measured from the valley centre, the parabolic model takes

$$E=\frac{\hbar^2}{2}\left(\frac{q_l^2}{m_l}+\frac{q_t^2}{m_t}\right),$$

where $q_l$ is the component along $\Gamma$–X and $q_t$ is the length of the transverse part. The energy $E$ is counted from the valley bottom, and $m_0$ is the free-electron mass. The density $n$ counts conduction electrons. They fill the six valleys equally, two spins per state, at zero temperature. The bands are rigid: adding electrons and donors does not change them.

The example uses rough typical values for silicon: $a=0.543$ nm, $m_l=0.92\,m_0$, $m_t=0.19\,m_0$. Lengths are in nm and energies in eV.

**Back-of-envelope estimate**

The valley centre lies $0.15K$ from the square face. Since $K\approx11.6$ nm$^{-1}$, the ellipsoid touches when its long semi-axis is about $1.7$ nm$^{-1}$. The short semi-axes are smaller by $\sqrt{0.19/0.92}\approx0.45$, or about $0.8$ nm$^{-1}$. One ellipsoid then has a volume of roughly $4.2\times1.7\times0.8^2\approx4.6$ nm$^{-3}$. Each spin has $1/(2\pi)^3\approx1/248$ states per unit volume of $k$-space and of crystal. Six valleys and two spins give

$$n\approx\frac{12\times4.6}{248}\ \text{nm}^{-3}\approx0.22\ \text{nm}^{-3}=2.2\times10^{20}\ \text{cm}^{-3}.$$

This assumes that the square face is reached first, and that the parabola holds as far as the face. Both assumptions need examination.

**Which face is reached first**

Take the valley at $(xK,0,0)$. On the nearby square face $k_1=K$ we have $q_l=(1-x)K$, while $q_t$ is free. The lowest energy has $q_t=0$, which is the point X:

$$E_{\rm touch}=\frac{\hbar^2k_0^2}{2m_l},\qquad k_0=(1-x)K.$$

For a nearby hexagonal face, consider the whole plane $k_1+k_2+k_3=3K/2$. On it, $q_1+q_2+q_3=(3/2-x)K$. The Cauchy–Schwarz inequality, applied to the vectors $(\sqrt{m_l},\sqrt{m_t},\sqrt{m_t})$ and $(q_1/\sqrt{m_l},q_2/\sqrt{m_t},q_3/\sqrt{m_t})$, gives

$$(q_1+q_2+q_3)^2\le(m_l+2m_t)\left(\frac{q_1^2}{m_l}+\frac{q_2^2+q_3^2}{m_t}\right).$$

The last bracket is $2E/\hbar^2$, so on this plane

$$E\ge\frac{\hbar^2(3/2-x)^2K^2}{2(m_l+2m_t)}.$$

Dividing by $E_{\rm touch}$ gives a ratio of at least

$$\frac{0.65^2/1.30}{0.15^2/0.92}\approx13.$$

The square face therefore wins by a wide margin. The actual hexagonal face is only part of the plane, and its lowest energy is higher than this bound: a search over the face gives 3.48 eV. That number serves only to rank the faces, since a parabola has no claim to accuracy so far from its minimum.

**The contact density**

At Fermi energy $E_F$, setting first $q_t=0$ and then $q_l=0$ in the energy formula gives the semi-axes

$$k_l=\frac{\sqrt{2m_lE_F}}{\hbar},\qquad k_t=\frac{\sqrt{2m_tE_F}}{\hbar}=k_l\sqrt{\frac{m_t}{m_l}}.$$

The heavy mass belongs to the long axis, because a heavy electron needs a larger wave vector to reach a given energy. An ellipsoid has volume $4\pi k_lk_t^2/3$, so

$$n=2\times6\times\frac{1}{8\pi^3}\times\frac{4\pi}{3}k_lk_t^2=\frac{2k_lk_t^2}{\pi^2}=\frac{2}{\pi^2}\frac{m_t}{m_l}k_l^3.$$

At contact $k_l=(1-x)2\pi/a$, whose cube is $8\pi^3(1-x)^3/a^3$. Hence

$$\boxed{n_{\rm touch}=\frac{16\pi}{a^3}\,\frac{m_t}{m_l}\,(1-x)^3}$$

The numbers are $k_l=0.15\times11.571=1.736$ nm$^{-1}$ and $k_t=0.789$ nm$^{-1}$. The volume of one ellipsoid is $4.523$ nm$^{-3}$, and

$$n_{\rm touch}=\frac{12\times4.523}{8\pi^3}\ \text{nm}^{-3}=0.219\ \text{nm}^{-3}=2.19\times10^{20}\ \text{cm}^{-3}.$$

The contact energy is $0.125$ eV. Counting mesh points of the Brillouin zone that lie below this energy gives $2.185\times10^{20}$ cm$^{-3}$, which tests the valley count and the volume. The factor of two for spin is put into both calculations.

Two limits show what controls the result. As $x\to1$ the density vanishes as the cube of the distance to the face. If instead $m_t$ were raised to equal $m_l$, with $x$ and $a$ held fixed, the pockets would be spheres of radius $0.15K$. They would still meet the square faces first, but the density would be larger by $0.92/0.19\approx4.8$, about $1.1\times10^{21}$ cm$^{-3}$. The elongation of the valleys thus brings contact at a much lower density.

The cube also amplifies the uncertainty in valley position. For a small change,

$$\frac{\delta n_{\rm touch}}{n_{\rm touch}}=-\frac{3\,\delta x}{1-x},$$

so $\delta x=0.01$ changes the density by about 20%. The full formula gives $2.66\times10^{20}$ cm$^{-3}$ at $x=0.84$ and $1.78\times10^{20}$ cm$^{-3}$ at $x=0.86$, with $a$ and the masses held fixed. One significant figure, $2\times10^{20}$ cm$^{-3}$, is what the estimate supports.

**What happens at the point of contact**

The vector $(2K,0,0)$ belongs to the reciprocal lattice. Shifted by it, the valley at $-0.85K$ reappears at $1.15K$, on the other side of X. The two ellipsoids therefore meet at X. A gap could open where two such bands meet at a zone face. In silicon, symmetry forbids it at X.

To see this without spin–orbit coupling, put one atom at the origin and its neighbour at $\boldsymbol\tau=(a/4)(1,1,1)$. Two symmetries of the crystal act on a wave function $f$ as

$$(Af)(\mathbf r)=f(\boldsymbol\tau-\mathbf r),\qquad (Bf)(r_1,r_2,r_3)=f(-r_1,r_2,-r_3).$$

$A$ is inversion about the bond centre, and $B$ is a half-turn about an axis through an atom. Each changes the wave vector $(K,0,0)$ into $(-K,0,0)$, which is the same point up to a reciprocal-lattice vector. Applying them in the two orders gives, with $\tau=a/4$,

$$(ABf)(\mathbf r)=f(r_1-\tau,\,\tau-r_2,\,r_3-\tau),$$
$$(BAf)(\mathbf r)=f(r_1+\tau,\,\tau-r_2,\,r_3+\tau).$$

The arguments differ by the lattice vector $(a/2,0,a/2)$. A Bloch function at X acquires the factor $e^{iKa/2}=e^{i\pi}=-1$ under this translation, so $AB=-BA$. Since $A^2=1$, a level at X can be given a state $\psi$ with $A\psi=\lambda\psi$ and $\lambda=\pm1$. Then $A(B\psi)=-BA\psi=-\lambda B\psi$. The state $B\psi$ has the same energy and the opposite eigenvalue, so it is a different state. Every level at X is at least doubly degenerate.

Contact therefore marks the joining of two pockets and the start of filling of the second conduction band, without a gap at X.

**The controlled correction near X**

Let $\boldsymbol\kappa$ be the wave vector measured from X, with $\kappa_1$ along the valley axis and $\kappa_t^2=\kappa_2^2+\kappa_3^2$. Inversion $A$ exchanges $\kappa_1$ and $-\kappa_1$ on the axis, so the two branches leave X with opposite slopes. A common curvature $1/m_l$ and a minimum at distance $k_0$ fix their splitting as $\pm\hbar^2k_0\kappa_1/m_l$.

Transverse motion mixes the branches. A minimal model couples them to a doublet of states, $Y$ and $Z$, at an energy $D$ below. Under a quarter-turn about the valley axis (with the accompanying shift), the first branch is unchanged and the second changes sign, like the product $r_2r_3$. The couplings to $(Y,Z)$ are then $C(\kappa_2,\kappa_3)$ for the first branch and $C(\kappa_3,\kappa_2)$ for the second. Their strengths are taken equal, as the degeneracy at X suggests.

Second-order perturbation theory adds products of couplings divided by $D$. The diagonal gains $C^2\kappa_t^2/D$, and the off-diagonal element is $2C^2\kappa_2\kappa_3/D$. The diagonal term, together with the free-electron term, must reproduce the transverse mass:

$$\frac{\hbar^2}{2m_0}+\frac{C^2}{D}=\frac{\hbar^2}{2m_t}.$$

The off-diagonal element is therefore

$$\frac{\hbar^2\kappa_2\kappa_3}{M},\qquad \frac1M=\frac1{m_t}-\frac1{m_0}.$$

With energy now counted from X, the lower eigenvalue of the resulting $2\times2$ matrix is

$$E_-=\frac{\hbar^2\kappa_1^2}{2m_l}+\frac{\hbar^2\kappa_t^2}{2m_t}-\sqrt{\left(\frac{\hbar^2k_0\kappa_1}{m_l}\right)^2+\left(\frac{\hbar^2\kappa_2\kappa_3}{M}\right)^2}.$$

On the axis this is $\hbar^2[(|\kappa_1|-k_0)^2-k_0^2]/(2m_l)$: the original parabola, unchanged, with depth $E_{\rm touch}$. On the face, $\kappa_1=0$, the inequality $2|\kappa_2\kappa_3|\le\kappa_t^2$ gives

$$E_-\ge\frac{\hbar^2\kappa_t^2}{2}\left(\frac1{m_t}-\frac1M\right)=\frac{\hbar^2\kappa_t^2}{2m_0}\ge0.$$

First contact is still at X and at the same Fermi energy. The pocket's volume, however, has changed. To find it, set

$$|\kappa_1|=2k_0u,\quad \kappa_t^2=4k_0^2\frac{m_t}{m_l}Q,\quad \kappa_2\kappa_3=\frac{\kappa_t^2}{2}\sin2\varphi .$$

Dividing $E_-=0$ by $2\hbar^2k_0^2/m_l$ gives

$$u^2+Q=\sqrt{u^2+(gQ\sin2\varphi)^2},\qquad g=\frac{m_t}{M}=1-\frac{m_t}{m_0}=0.81.$$

Squaring, and writing $s=1-g^2\sin^22\varphi$, leaves $sQ^2+2u^2Q+u^4-u^2=0$. Its positive root for $0<u<1$ is

$$Q=\frac{-u^2+\sqrt{u^4+s(u^2-u^4)}}{s}.$$

For $g=0$ this becomes $Q=u-u^2$, the parabolic ellipsoid, with scaled volume $\pi\int_0^1(u-u^2)\,du=\pi/6$. The density ratio is therefore

$$\frac{n_{\text{two-band}}}{n_{\rm touch}}=\frac6\pi\int_0^1du\int_0^{2\pi}\frac{Q}{2}\,d\varphi=1.114.$$

The contact density rises to $2.44\times10^{20}$ cm$^{-3}$. The extra room lies in bulges along the transverse diagonals, where $|\sin2\varphi|=1$ and the branch mixing is strongest.

**Comparison with a computed band structure**

A local empirical-pseudopotential calculation gives a reference that does not assume the two-band form. It uses 108 plane waves and form factors $-0.21$, $0.04$ and $0.08$ Ry for squared reciprocal vectors 3, 8 and 11, in units of $K^2$. It omits spin–orbit coupling, nonlocal potentials and any response to doping. Enlarging the basis to 388 plane waves lowers the height of X above the valley bottom from $0.129$ to $0.128$ eV and the contact density from $2.47$ to $2.46\times10^{20}$ cm$^{-3}$; the other values quoted below keep their digits.

Its two lowest conduction bands meet at X to within rounding error. Its valley lies at $x=0.854$, with $m_l=0.87\,m_0$ and $m_t=0.184\,m_0$. X lies $0.129$ eV above the valley bottom, against $0.125$ eV for a parabola with this calculation's own $x$ and $m_l$. At one quarter of the pocket's length from X, its radius along a transverse diagonal is 1.20 times that along a cube axis. The two-band formula with the same $m_t$ also gives 1.20, while an ellipsoid would give 1.

The computed contact density is $2.47\times10^{20}$ cm$^{-3}$, which is 1.18 times the parabolic estimate made with the calculation's own parameters. The two-band model predicts a factor of 1.12, so it accounts for the larger part of the excess. The computed density is still 6% above the two-band prediction made with the same parameters. The larger part of this difference comes from the band energies along the valley axis: putting the computed ones into the two-band matrix in place of the parabola raises the density by about 4%. The transverse mass matters less. In the computed bands it is about 8% larger at X than at the valley bottom but about 4% smaller at the far end of the pocket, so its variation largely cancels. It adds about 2% with $M$ held fixed, and almost nothing when $1/M$ is also taken from the computed splitting at X, $4.2/m_0$ against the model's $4.4/m_0$. The closeness of $2.44$ and $2.47\times10^{20}$ cm$^{-3}$ is partly accidental, because the two densities use different masses and valley positions.

**Temperature and real doped silicon**

At 300 K, $k_BT=0.0259$ eV, so $\eta=E_{\rm touch}/k_BT=4.83$. With the chemical potential held at $E_{\rm touch}$, the parabolic density relative to its zero-temperature value is

$$\frac{3}{2\eta^{3/2}}\int_0^\infty\frac{\sqrt\varepsilon\,d\varepsilon}{1+e^{\varepsilon-\eta}}\approx1+\frac{\pi^2}{8\eta^2}.$$

The right side follows from the Sommerfeld expansion, in which the integral is $\frac23\eta^{3/2}+\frac{\pi^2}{12}\eta^{-1/2}$ to this order. The full integral gives 1.056, a 6% change. The band mixing near X, left out of this integral, roughly doubles the change. If the density is held fixed instead, the chemical potential of the parabolic model falls to $0.120$ eV, and about 21% of the electrons lie above the contact energy. Room temperature changes the density only modestly, but it removes any sharp onset.

Heavily doped source and drain regions of silicon transistors have electron densities of roughly $10^{20}$ cm$^{-3}$ and above, so the estimate falls in a range of practical interest. Such material is not the clean crystal assumed above. Take a rough mobility $\mu_e=80$ cm$^2$/Vs. Averaging the inverse mass over the valleys gives the conductivity mass $m_c=3/(1/m_l+2/m_t)=0.258\,m_0$, and $\tau_s=\mu_em_c/e=11.7$ fs. The level half-width $\hbar/2\tau_s$ is then $0.028$ eV. Because $E\propto k_l^2$ along the axis, the long semi-axis is blurred by $0.028/(2\times0.125)$, or 11%. In the parabolic model $n\propto E_F^{3/2}$, so the interval $0.125\pm0.028$ eV corresponds to about $1.5$ to $3.0\times10^{20}$ cm$^{-3}$; the band mixing near X, which changes this power law, is left out of this rough range. This is a window over which contact is smeared, not an error bar on the clean-crystal result. It treats scattering as equally likely in all directions, so that the time found from the mobility is also the lifetime of a level. At this density that is a fair approximation. With a dielectric constant of 11.7 the Thomas–Fermi screening wave vector is about $2$ nm$^{-1}$, comparable to the pocket diameters of $1.6$ and $3.5$ nm$^{-1}$. Screened donors then favour small angles only weakly, and in the Born approximation the lifetime is shorter than the mobility time by about 10 to 20%. The mobility is the larger uncertainty: measured values near $2\times10^{20}$ cm$^{-3}$ are closer to 50–60 cm$^2$/Vs, which raises the half-width to about $0.04$ eV, so the real smearing is likely to be wider.

Strain breaks another assumption, that of equal filling. If it lowers two opposite valleys by more than $E_{\rm touch}$ below the other four, while leaving their shape and position unchanged, those two hold all the electrons at contact. The parabolic density is then one third of the former value, about $0.7\times10^{20}$ cm$^{-3}$. The figure $2\times10^{20}$ cm$^{-3}$ thus belongs to unstrained silicon with six equally filled valleys. The numerical output below lists the main values used here.

## Table of computed values

```
Lattice constant: 0.543 nm
Longitudinal, transverse mass: 0.92, 0.19 m0
Valley position: 0.85 of Gamma-X
Gamma-X length: 11.571 nm^-1
Long semi-axis at contact: 1.736 nm^-1
Short semi-axis at contact: 0.789 nm^-1
Volume of one ellipsoid: 4.523 nm^-3
Contact energy above valley bottom: 0.1248 eV
Lowest energy on hexagonal faces: 3.48 eV
Contact density, formula: 2.188e+20 cm^-3
Contact density, mesh count: 2.185e+20 cm^-3
Contact density for x = 0.84: 2.656e+20 cm^-3
Contact density for x = 0.86: 1.779e+20 cm^-3
Two-band / parabolic density: 1.114
Same ratio by eigenvalue count: 1.114
Two-band contact density: 2.438e+20 cm^-3
Pseudopotential plane waves: 108
Form factor, squared-G shell 3: -0.21 Ry
Form factor, squared-G shell 8: 0.04 Ry
Form factor, squared-G shell 11: 0.08 Ry
Pseudopotential band gap at X: 7.8e-14 eV
Pseudopotential valley position: 0.8536 of Gamma-X
Pseudopotential masses m_l, m_t: 0.872, 0.184 m0
Pseudopotential contact energy: 0.1287 eV
Parabola with its k0 and m_l: 0.1254 eV
Diagonal/axis radius, pseudopotential: 1.203
Diagonal/axis radius, two-band: 1.203
Pseudopotential contact density: 2.465e+20 cm^-3
Its ratio to its own parabolic estimate: 1.184
Two-band ratio with its m_t: 1.117
Temperature of use: 300 K
Thermal energy kT: 0.0259 eV
Contact energy / kT: 4.83
300 K / 0 K density at mu = E_touch: 1.056
300 K chemical potential at fixed density: 0.1200 eV
300 K electron share above E_touch: 20.9 %
Rough mobility: 80 cm2/Vs
Conductivity mass: 0.258 m0
Scattering time: 11.7 fs
Collision half-width: 0.0280 eV
Relative blur of long semi-axis: 11 %
```
